# Equilibrium period of surface-stress stripe domains on an elastic half-space, part 2

Which period \(L\) minimises the energy of straight stripes, alternately A and B, on a thick isotropic elastic solid \(z<0\)? The stripes run along \(y\), in plane strain, and the substrate fixes the mean strain along the surface. A fills the fraction \(p\), and each of the two boundaries per period costs \(\beta\) per length. The surface stress \(\tau(x)\) differs by \(\Delta\tau=\tau_A-\tau_B\), \(\mu\) is the shear modulus, \(\nu\) the Poisson ratio, and \(C=(1-\nu)\Delta\tau^2/(2\pi\mu)\).

At a boundary \(d\tau/dx=\pm\Delta\tau\,G(x)\), with \(G\ge0\) even and of unit integral, \(\hat G(q)=\int G(x)e^{-iqx}dx\) and \(q_n=2\pi n/L\). The surface traction is \(\sigma_{xz}=f=d\tau/dx\). By Lemma 2, \(\sigma_{xz}=f_0\cos kx\), \(\sigma_{zz}=0\), with \(k>0\), gives the tangential surface displacement
\[
u(x)=\frac{1-\nu}{\mu k}\,f_0\cos kx. \tag{5}
\]
The elastic energy per area is
\[
g_{\rm el}=-\frac{4C}{L}\sum_{n=1}^{\infty}\frac{\sin^2(\pi np)}{n}\,|\hat G(q_n)|^2. \tag{7}
\]
For a Lorentzian core of half-width \(w=a/2\),
\[
g_{\rm el}=-\frac{C}{L}\ln\left[1+\frac{\sin^2\pi p}{\sinh^2(\pi a/L)}\right]. \tag{8}
\]
For stripes wide compared with \(a\) this leads to
\[
g(L,p)=\frac2L\left[\beta-C\ln\frac{L\sin\pi p}{\pi a}\right], \tag{2}
\]
measured from \(p\gamma_A+(1-p)\gamma_B\), where \(\gamma_A,\gamma_B\) are the energies per area of the uniform domains. An isolated stripe of width \(d\) costs \(2\beta-2C\ln(d/a)\) per length when \(\gamma_A=\gamma_B\).

Two parts of the theorem remain to be proved. Part (ii): if \(\gamma_A=\gamma_B\), the minimum of (2) is at \(p=\tfrac12\) and
\[
L_0=\pi a\,e^{1+\beta/C},\qquad g=-\frac{2C}{L_0}. \tag{3}
\]
Part (iii): with \(\delta=\gamma_A-\gamma_B\), a finite period is the minimum if and only if \(|\delta|<2\pi C/L_0\), and then
\[
\cos\pi p=\frac{\delta L_0}{2\pi C},\qquad L=\frac{L_0}{\sin\pi p}. \tag{4}
\]

First comes the proof of **Lemma 4**: let \(s\) be the difference of two positions drawn independently from \(G\), and let \(G\) be square integrable and confined to a region much narrower than either stripe. Then (2) holds to leading order with
\[
\ln a=\langle\ln|s|\rangle. \tag{9}
\]

**Proof.** Averaging over the two positions gives \(|\hat G(q)|^2=\langle\cos qs\rangle\). The real part of \(-\ln(1-e^{i\theta})\) is
\[
\sum_{n\ge1}\frac{\cos n\theta}{n}=-\ln\left|2\sin\frac\theta2\right| .
\]
This series converges in the mean-square sense, and the distribution of \(s\) is square integrable, so it may be averaged term by term. With \(\sin^2(\pi np)=\tfrac12(1-\cos2\pi np)\), and with the product of two cosines written as half the sum of two cosines, the sum in (7) becomes
\[
\frac12\left\langle-\ln\left|2\sin\frac{\pi s}L\right|
+\frac12\ln\left|2\sin\pi\!\left(p+\frac sL\right)\right|
+\frac12\ln\left|2\sin\pi\!\left(p-\frac sL\right)\right|\right\rangle .
\]
For \(|s|\) small against both stripe widths, the first sine is \(\pi s/L\) and the other two are \(\sin\pi p\). The sum tends to
\[
\frac12\left[-\left\langle\ln\frac{2\pi|s|}{L}\right\rangle+\ln(2\sin\pi p)\right]
=\frac12\ln\frac{L\sin\pi p}{\pi a}.
\]
Multiplication by \(-4C/L\) gives the elastic part of (2). \(\blacksquare\)

The Lorentzian has long tails, but (8) covers it directly, and rule (9) returns the same \(a\). Squaring \(\hat G\) doubles the half-width, so \(s\) has a Lorentzian distribution of half-width \(a\). The substitution \(s=a\tan\theta\) makes \(\theta\) uniform on \((-\pi/2,\pi/2)\), and the average of \(\ln|\tan\theta|\) is zero because \(\theta\to\pi/2-\theta\) changes its sign on the positive half-interval.

For a Gaussian core of standard deviation \(\sigma\), \(s=\sqrt2\,\sigma\xi\) with \(\xi\) standard normal. From \(\langle|\xi|^t\rangle=2^{t/2}\Gamma(\tfrac{t+1}2)/\sqrt\pi\), the derivative at \(t=0\) is
\[
\langle\ln|\xi|\rangle=\tfrac12\ln2+\tfrac12\psi(\tfrac12),
\]
where \(\psi\) is the logarithmic derivative of \(\Gamma\). Differentiating the logarithm of \(\Gamma(t)\Gamma(t+\tfrac12)=2^{1-2t}\sqrt\pi\,\Gamma(2t)\) at \(t=\tfrac12\) gives \(\psi(\tfrac12)=\psi(1)-2\ln2=-\gamma_E-2\ln2\), with Euler's constant \(\gamma_E\). Therefore
\[
\ln a=\ln\sigma+\tfrac12\ln2-\tfrac12(\gamma_E+\ln2),\qquad a=\sigma e^{-\gamma_E/2}.
\]

**Remark (what can be determined).** In (2), \(\beta\) and \(a\) occur only as \(\beta+C\ln a\). Multiplying \(a\) by a factor \(c\) and lowering \(\beta\) by \(C\ln c\) changes nothing. A value of \(\beta\) therefore has a meaning for the period only together with the core length used to define it.

### Proof of part (ii)

At fixed \(p\), differentiate (2):
\[
\frac{\partial g}{\partial L}
=-\frac2{L^2}\left[\beta-C\ln\frac{L\sin\pi p}{\pi a}\right]-\frac{2C}{L^2}
=-\frac2{L^2}\left[\beta+C-C\ln\frac{L\sin\pi p}{\pi a}\right].
\]
The last bracket falls steadily with \(L\), from positive to negative values. Thus \(g\) first decreases and then increases, and its one stationary point is the global minimum over \(L\):
\[
L=\frac{\pi a}{\sin\pi p}\,e^{1+\beta/C}=\frac{L_0}{\sin\pi p}. \tag{10}
\]
There the logarithm equals \(1+\beta/C\), so the bracket in (2) equals \(-C\) and
\[
g_{\min}(p)=-\frac{2C}{L}=-\frac{2C}{L_0}\sin\pi p. \tag{11}
\]
For \(\gamma_A=\gamma_B\) this is lowest at \(p=\tfrac12\), which proves (3). \(\blacksquare\)

**Remark (shape of the minimum).** At \(p=\tfrac12\) put \(L=rL_0\). The bracket in (2) is then \(-C(1+\ln r)\), and
\[
\frac{g(rL_0)}{g(L_0)}=\frac{1+\ln r}{r}. \tag{12}
\]
With \(\rho=\ln r\) the right side is \((1+\rho)e^{-\rho}=1-\rho^2/2+\rho^3/3+\dots\). The cubic term makes the minimum shallower towards long periods. The pattern has lower energy than the uniform surface for every \(L>L_0/e\).

**Remark (sensitivity).** From (3), at fixed \(a\),
\[
\frac{\partial\ln L_0}{\partial\ln\beta}=\frac\beta C,\qquad
\frac{\partial\ln L_0}{\partial\ln\Delta\tau}=-\frac{2\beta}C .
\]
As \(\Delta\tau\to0\), \(C\) vanishes as \(\Delta\tau^2\), and \(L_0\) grows faster than any power of \(1/\Delta\tau\). The energy gain \(2C/L_0\) is then exponentially small. Contributions omitted from the model need only reach that size to decide whether the pattern appears.

**Remark (finite core).** For the Lorentzian core at \(p=\tfrac12\), the minimum can be examined without assuming \(L\gg a\). Put \(y=\pi a/L\). Since \(1+1/\sinh^2y=\coth^2y\), equation (8) gives
\[
g=\frac{2y}{\pi a}\left[\beta-C\ln\coth y\right].
\]
Because \(d\ln\coth y/dy=-2/\sinh2y\), the stationary condition is
\[
\frac\beta C=R(y),\qquad R(y)=\ln\coth y-\frac{2y}{\sinh2y},
\]
and \(dg/dy\) has the sign of \(\beta/C-R\). The derivative
\[
R'(y)=\frac4{\sinh2y}\left(y\coth2y-1\right)
\]
is negative up to a single value of \(y\) and positive beyond it, since \(y\coth2y\) rises steadily from \(\tfrac12\) without bound. As \(R\to+\infty\) for \(y\to0\) and \(R\to0\) for \(y\to\infty\), \(R\) falls through zero once and then returns to zero from below. Each \(\beta>0\) therefore gives one stationary point, and it is a minimum. For small \(y\), \(R=-\ln y-1+y^2+\dots\), so
\[
L\simeq L_0\left[1-\left(\frac{\pi a}{L_0}\right)^2\right]. \tag{13}
\]
The logarithmic formula is thus accurate to relative order \((\pi a/L_0)^2\) for this core.

### Proof of part (iii)

Let \(\delta=\gamma_A-\gamma_B\). Measured from the uniform B surface, the energy per area is \(\delta p+g(L,p)\). Minimising over \(L\) first and using (11) leaves
\[
W(p)=\delta p-\frac{2C}{L_0}\sin\pi p,\qquad
W'(p)=\delta-\frac{2\pi C}{L_0}\cos\pi p,
\]
with \(W''(p)=(2\pi^2C/L_0)\sin\pi p>0\) for \(0<p<1\). The function is convex, so an interior stationary point is its global minimum. Such a point exists if and only if \(|\delta|<2\pi C/L_0\), and it satisfies (4). For larger \(|\delta|\) the lowest value lies at \(p=0\) or \(p=1\), a uniform surface. \(\blacksquare\)

As the threshold is approached from below, the period diverges. The width of the minority stripe, \(pL=L_0\,p/\sin\pi p\) when \(p<\tfrac12\), tends to the finite value \(L_0/\pi=a\,e^{1+\beta/C}\). Because \(\sin\pi p<\pi p\) for \(p>0\), the width always stays above this limit. All the minimising patterns therefore have stripes wide compared with \(a\) whenever \(e^{1+\beta/C}\gg1\), as (2) requires.

The threshold has a direct meaning. An isolated stripe of A on a B surface costs \(2\beta-2C\ln(d/a)+\delta d\) per unit length. Its best width is \(d=2C/\delta\). The energy at that width is zero when \(\ln(d/a)=1+\beta/C\), that is, when \(d=L_0/\pi\) and \(\delta=2\pi C/L_0\). Beyond the threshold even one stripe costs energy.

**Corollary (imposed strain).** Let \(\gamma_A=\gamma_B\) without strain, and let the substrate be held at a small uniform strain \(\varepsilon\) along \(x\). Surface stress changes the two domain energies by \(\tau_A\varepsilon\) and \(\tau_B\varepsilon\), so \(\delta=\Delta\tau\,\varepsilon\). There is no bulk cross term: the uniform stress has only \(xx\) and \(yy\) components, the periodic field has \(\varepsilon_{yy}=0\), and its \(\varepsilon_{xx}\) averages to zero. Stripes survive for
\[
|\varepsilon|<\frac{2\pi C}{L_0\Delta\tau}=\frac{(1-\nu)\Delta\tau}{\mu L_0}\qquad(\Delta\tau>0). \tag{14}
\]
Tension disfavours the domain of larger surface stress.

### Where the result fails

Linear elasticity must hold at the boundaries, where the strain is largest. By Lemma 2 a harmonic of the surface strain is \(iq\,u_q=i\,{\rm sgn}(q)(1-\nu)f_q/\mu\). For one Lorentzian core of half-width \(w\) this sums to
\[
u'(x)=-\frac{(1-\nu)\Delta\tau}{\pi\mu}\int_0^\infty e^{-qw}\sin qx\,dq
=-\frac{(1-\nu)\Delta\tau}{\pi\mu}\,\frac{x}{x^2+w^2}.
\]
Its largest magnitude, at \(|x|=w\), is \((1-\nu)\Delta\tau/(2\pi\mu w)\). The traction \(\sigma_{xz}=\Delta\tau\,G\) also shears the surface layer by the angle \(\sigma_{xz}/\mu\), which at the centre of the core reaches the larger value \(\Delta\tau/(\pi\mu w)\). Both must be small.

The field reaches a depth of about \(L/(2\pi)\), so a plate of finite thickness departs from the result once \(L\) exceeds that thickness. For the parameters of the example below, a thickness equal to \(L_0\) changes the period by at most 1%, while at half that thickness a clamped base already shortens it by 12%. Near the threshold in \(\delta\) this must happen, since \(L\) diverges. In an anisotropic crystal the factor \((1-\nu)/\mu\) no longer describes the response. Surface steps can add force dipoles, and surface stress can depend on strain; neither is included. Also left out is the normal force \(\bar\tau\,\partial_x^2u_z\) that a mean surface stress \(\bar\tau\) exerts on the slightly rippled surface. It changes the response (5) by the relative amount \(-(1-2\nu)^2\bar\tau k/[4(1-\nu)\mu]\) for \(|\bar\tau|k\ll\mu\). This matters only at wavelengths near the core size and acts as a small shift of \(\beta\). In the example below it moves the period by about 0.5% for \(\bar\tau=\Delta\tau\), which is more than the correction (13). The theorem gives the lowest energy among uniform surfaces and straight patterns with two stripes per period. It does not say whether a surface reaches that state.

### Worked example

Take round model parameters in Hartree atomic units (energy \(E_h\), length \(a_0\)): \(\Delta\tau=0.0010\,E_h/a_0^2\), \(\mu=0.0020\,E_h/a_0^3\), \(\nu=0.25\), \(\beta=2.00\times10^{-4}\,E_h/a_0\), and a Lorentzian core with \(a=8.0\,a_0\). They describe no particular material. Then
\[
C=\frac{0.75\times(0.0010)^2}{2\pi\times0.0020}=5.968\times10^{-5}\,E_h/a_0,\qquad \frac\beta C=3.351,
\]
\[
L_0=8.0\,\pi\,e^{4.351}\,a_0=1949\,a_0=103\ {\rm nm}.
\]
The energy is \(-2C/L_0=-6.12\times10^{-8}\,E_h/a_0^2\), or \(-0.095\) mJ/m². Direct minimisation of the energy of the real-space force profile gives \(1948.9\,a_0\), against \(1949.3\,a_0\) from the formula. The correction (13) is of relative size \((8.0\pi/1949)^2=1.7\times10^{-4}\) and accounts for the difference.

Changing \(\beta\) to \(1.50\times10^{-4}\) or \(2.50\times10^{-4}\,E_h/a_0\) moves the numerical period to 843 or \(4505\,a_0\). A boundary cost 25% higher thus multiplies the period by 2.3. At half and at twice the best period, the numerical energy gain is 0.614 and 0.847 of its largest value, in line with (12).

A Gaussian core with \(\sigma=8.0\,a_0\) has \(a=5.994\,a_0\). To keep \(\beta+C\ln a\) unchanged, its boundary energy must be
\[
2.00\times10^{-4}+5.968\times10^{-5}\ln\frac{8.0}{5.994}=2.172\times10^{-4}\,E_h/a_0 .
\]
The numerical period is then \(1949.9\,a_0\), within 0.1% of that for the Lorentzian core.

An imposed strain of \(1.0\times10^{-4}\) gives \(\delta=1.0\times10^{-7}\,E_h/a_0^2\), while the threshold is \(2\pi C/L_0=1.924\times10^{-7}\,E_h/a_0^2\). Hence \(\cos\pi p=0.520\), \(p=0.326\) and \(L=2282\,a_0\); direct minimisation over both variables gives \(p=0.326\) and \(L=2281\,a_0\). The stripes disappear at a strain of \(1.92\times10^{-4}\), where the minority width is \(620\,a_0\), still far above \(a\). At a boundary the peak surface strain along \(x\) is 0.015, and the peak shear angle is \(\Delta\tau/(\pi\mu w)=0.040\) with \(w=4.0\,a_0\), small enough for linear elasticity to be a reasonable model. The numerical output lists the peak surface strain; the shear angle follows from the formula just given.

## Computed values

```
surface-stress difference      0.0010 Eh/a0^2
shear modulus                  0.0020 Eh/a0^3
Poisson ratio                  0.25
boundary energy beta           2.00e-04 Eh/a0
core length a                  8.0 a0
elastic constant C             5.9683e-05 Eh/a0
ratio beta/C                   3.3510
period L0, formula             1949.3 a0
period L0, formula             103.2 nm
period, numerical minimum      1948.9 a0
energy at optimum, formula     -6.1237e-08 Eh/a0^2
energy at optimum, formula     -0.0953 mJ/m^2
energy at optimum, numerical   -6.1240e-08 Eh/a0^2
beta 1.50e-04 Eh/a0: period numerical 842.7, formula 843.4 a0
beta 2.00e-04 Eh/a0: period numerical 1948.9, formula 1949.3 a0
beta 2.50e-04 Eh/a0: period numerical 4504.9, formula 4505.1 a0
slope d ln L/d beta, numerical 16763.8 a0/Eh
1/C                            16755.2 a0/Eh
gain at L = 0.5 L0 over best   0.6141 (numerical)
gain at L = 2.0 L0 over best   0.8465 (numerical)
gain at L = 4.0 L0 over best   0.5965 (numerical)
Gaussian core sigma            8.0 a0
Gaussian effective core length 5.9944 a0
compensated boundary energy    2.1723e-04 Eh/a0
period with Gaussian core      1949.9 a0 (numerical)
imposed strain                 1.0e-04
domain-energy difference       1.000e-07 Eh/a0^2
largest difference for stripes 1.9238e-07 Eh/a0^2
largest strain for stripes     1.9238e-04
strained fraction p, formula   0.3260
strained fraction p, numerical 0.3260
strained period, formula       2281.7 a0
strained period, numerical     2281.3 a0
minority width at threshold    620.5 a0
lowest energy, 0.8 threshold   -5.185e-09 Eh/a0^2 (grid)
lowest energy, 1.2 threshold   3.231e-09 Eh/a0^2 (grid)
peak surface strain, numerical 0.01492
peak surface strain, formula   0.01492
```
